# Recoil Excitation of Vibration and Rotation in Core Photoemission of Diatomics: verification in Python

```python
"""Recoil excitation of a diatomic AB by core photoemission from atom A.

Result under test: an electron of wavevector k kicks atom A by -hbar*k.
For bond angle theta to k, the harmonic stretch (initially v=0) acquires
a Poisson distribution with mean S*cos(theta)^2, where
    S = (m_e/m_A) * (m_B/(m_A+m_B)) * E / (hbar*omega),
linear in electron energy E. A rigid rotor initially in J=0 acquires
    P_J = (2J+1) * j_J(kappa)^2,  kappa = m_B/(m_A+m_B) * k * r_e,
which is not Poisson, but whose mean energy is linear in E.
Atomic units are used internally (hbar = m_e = e = 1).
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.special import spherical_jn, eval_legendre, gamma, gammainc
from pyscf import gto, scf, cc, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
AMU = const.atomic_mass / const.m_e
C_LIGHT = 1.0 / const.alpha


def oscillator_states(x, vmax):
    """Normalized oscillator functions for hbar = mass = omega = 1."""
    states = np.zeros((vmax + 1, x.size))
    states[0] = np.pi ** -0.25 * np.exp(-x**2 / 2)
    if vmax > 0:
        states[1] = np.sqrt(2) * x * states[0]
    for v in range(1, vmax):
        states[v + 1] = (np.sqrt(2 / (v + 1)) * x * states[v]
                         - np.sqrt(v / (v + 1)) * states[v - 1])
    return states


def kicked_probabilities(kick, shift=0.0, vmax=40):
    """Overlap probabilities by quadrature, in oscillator units."""
    x = np.linspace(-14, 14, 2801)
    initial = oscillator_states(x, 0)[0]
    final = oscillator_states(x - shift, vmax)
    amplitudes = final @ (np.exp(-1j * kick * x) * initial) * (x[1] - x[0])
    return np.abs(amplitudes) ** 2


def poisson(v, mean):
    return np.exp(-mean) * mean**v / factorial(v)


def averaged_vibration(v, s):
    """Poisson law averaged over isotropic bond directions."""
    a = v + 0.5
    return gamma(a) * gammainc(a, s) / (2 * np.sqrt(s) * factorial(v))


def stretch_mean(energy, m_a, m_b, omega):
    """Mean number of stretch quanta for emission along the bond."""
    return energy * m_b / (m_a * (m_a + m_b) * omega)


# Bond length and harmonic frequency of CO from computed energies.
def co_energy(r):
    mol = gto.M(atom=[("C", (0, 0, 0)), ("O", (0, 0, r))],
                unit="Bohr", basis="cc-pvdz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    solver = cc.CCSD(mf, frozen=2)
    solver.conv_tol = 1e-9
    solver.conv_tol_normt = 1e-6
    solver.max_cycle = 100
    solver.kernel()
    assert mf.converged and solver.converged
    return float(solver.e_tot + solver.ccsd_t())


m_c, m_o = 12.0 * AMU, 15.9949 * AMU
mass = m_c + m_o
mu = m_c * m_o / mass
centre = 2.16
offsets = np.array([-0.10, -0.05, 0.0, 0.05, 0.10])
energies_co = np.array([co_energy(centre + d) for d in offsets])
curve = np.poly1d(np.polyfit(offsets, energies_co - energies_co[2], 4))
roots = curve.deriv().roots
real_roots = roots[np.abs(roots.imag) < 1e-8].real
minimum = real_roots[np.argmin(np.abs(real_roots))]
assert abs(minimum) < 0.08
r_e = centre + minimum
force_constant = curve.deriv(2)(minimum)
assert force_constant > 0
omega = np.sqrt(force_constant / mu)
rot_const = 1 / (2 * mu * r_e**2)

energy = 1000 / EV
k = np.sqrt(2 * energy)
q = m_o / mass * k
s_axis = stretch_mean(energy, m_c, m_o, omega)
kappa = q * r_e
recoil = energy / m_c
internal = recoil * m_o / mass

# Normal-mode projection from a numerical Hessian, for an oblique kick.
bond = np.array([1.0, 2.0, 2.0]) / 3
k_vec = k * np.array([0.6, 0.0, 0.8])
cos2 = (bond @ k_vec / k) ** 2
block = force_constant * np.outer(bond, bond)
hessian = np.block([[block, -block], [-block, block]])
root_mass = np.sqrt(np.repeat([m_c, m_o], 3))
values, vectors = np.linalg.eigh(hessian / np.outer(root_mass, root_mass))
mode_frequency = np.sqrt(values[-1])
mode_mean = (k_vec @ vectors[:3, -1]) ** 2 / (2 * m_c * mode_frequency)
assert np.isclose(mode_frequency, omega, rtol=1e-9)
assert np.isclose(mode_mean, s_axis * cos2, rtol=1e-9)

# Classical energies immediately after kicking only the carbon atom.
positions = np.array([m_o / mass * r_e * bond, -m_c / mass * r_e * bond])
velocities = np.array([-k_vec / m_c, np.zeros(3)])
masses = np.array([m_c, m_o])
v_cm = masses @ velocities / mass
ang_mom = sum(m * np.cross(x, v - v_cm)
              for m, x, v in zip(masses, positions, velocities))
inertia = sum(m * (x @ x) for m, x in zip(masses, positions))
e_trans = mass * (v_cm @ v_cm) / 2
e_rot = ang_mom @ ang_mom / (2 * inertia)
e_total = sum(m * (v @ v) / 2 for m, v in zip(masses, velocities))
assert np.isclose(e_total, recoil, rtol=1e-10)
assert np.isclose(e_trans, recoil * m_c / mass, rtol=1e-10)
assert np.isclose(e_rot, internal * (1 - cos2), rtol=1e-10)
assert np.isclose(e_total - e_trans - e_rot, omega * mode_mean, rtol=1e-8)

# Poisson form and linear mean, checked by overlap quadrature.
energy_list = np.array([250.0, 500.0, 1000.0, 2000.0])
for e_ev in energy_list:
    q_here = m_o / mass * np.sqrt(2 * e_ev / EV)
    probs = kicked_probabilities(q_here / np.sqrt(mu * omega))
    mean = stretch_mean(e_ev / EV, m_c, m_o, omega)
    assert np.isclose(np.arange(41) @ probs, mean, atol=1e-9)
    assert np.allclose(probs[:8], [poisson(v, mean) for v in range(8)],
                       atol=1e-10)

# Position displacement plus momentum kick at equal frequency.
shift, kick = 0.9, 1.3
fc_mean, kick_mean = shift**2 / 2, kick**2 / 2
combined = kicked_probabilities(kick, shift)
assert np.allclose(combined[:15],
                   [poisson(v, fc_mean + kick_mean) for v in range(15)],
                   atol=1e-10)
combined_mean = np.arange(combined.size) @ combined

# Final potentials of other shapes, diagonalized on a sinc grid.
x_grid = np.linspace(-8, 10, 181)
dx = x_grid[1] - x_grid[0]
index = np.arange(x_grid.size)
difference = index[:, None] - index[None, :]
denominator = np.where(difference == 0, 1, difference) ** 2
kinetic = np.where(difference == 0, np.pi**2 / 6,
                   (-1.0) ** np.abs(difference) / denominator) / dx**2
ground = oscillator_states(x_grid, 0)[0] * np.sqrt(dx)
depth = 10.0
morse = depth * (1 - np.exp(-(x_grid - 0.5) / np.sqrt(2 * depth))) ** 2
levels, states = np.linalg.eigh(kinetic + np.diag(morse))
unkicked = np.abs(states.T @ ground) ** 2
kicked = np.abs(states.T @ (np.exp(-1j * kick * x_grid) * ground)) ** 2
morse_gain = levels @ (kicked - unkicked)
assert np.isclose(morse_gain, kick**2 / 2, atol=1e-7)
new_frequency = 1.3
_, states = np.linalg.eigh(kinetic
                           + np.diag(new_frequency**2 * x_grid**2 / 2))
changed = np.abs(states.T @ ground) ** 2
assert changed[1] < 1e-10 and changed[2] > 1e-3  # impossible for Poisson

# Rotational law against direct angular quadrature.
j_values = np.arange(81)
nodes, weights = np.polynomial.legendre.leggauss(180)
legendre = eval_legendre(j_values[:, None], nodes[None, :])
rotor = {}
for e_ev in energy_list:
    kap = m_o / mass * np.sqrt(2 * e_ev / EV) * r_e
    amplitude = legendre @ (weights * np.exp(-1j * kap * nodes)) / 2
    direct = (2 * j_values + 1) * np.abs(amplitude) ** 2
    formula = (2 * j_values + 1) * spherical_jn(j_values, kap) ** 2
    assert np.allclose(direct, formula, atol=1e-11)
    assert np.isclose(direct.sum(), 1, atol=1e-10)
    second = j_values * (j_values + 1) @ direct
    assert np.isclose(second, 2 * kap**2 / 3, rtol=1e-9)
    mean_j = j_values @ direct
    var_j = j_values**2 @ direct - mean_j**2
    rotor[e_ev] = (kap, mean_j, var_j, rot_const * second, direct)
for e_ev in (250.0, 1000.0):
    assert abs(rotor[e_ev][2] / rotor[e_ev][1] - 1) > 0.15

# Joint vibration-rotation probabilities, including zero-point motion.
xi = np.linspace(-8, 8, 1601)
step = xi[1] - xi[0]
radius = r_e + xi / np.sqrt(mu * omega)
assert radius.min() > 0
vib_states = oscillator_states(xi, 4)
bessel = spherical_jn(j_values[:, None], q * radius[None, :])
joint = ((bessel * vib_states[0]) @ vib_states.T * step) ** 2
joint *= (2 * j_values + 1)[:, None]
vib_sum = joint.sum(axis=0)
assert np.allclose(vib_sum, [averaged_vibration(v, s_axis)
                           for v in range(5)], atol=1e-9)
density = vib_states[0] ** 2 * step
smooth = (2 * j_values + 1) * (bessel**2 @ density)
rot_energy = np.sum((2 * j_values + 1) * j_values * (j_values + 1)
                    * (bessel**2 @ (density / (2 * mu * radius**2))))
assert np.isclose(rot_energy, 2 * internal / 3, rtol=1e-8)
mean_average = sum(v * averaged_vibration(v, s_axis) for v in range(25))
assert np.isclose(mean_average, s_axis / 3, rtol=1e-9)
small = 1e-3
small_ratio = averaged_vibration(1, small) / averaged_vibration(0, small)
assert np.isclose((small_ratio - small / 3) / small**2, -4 / 45, rtol=5e-3)

print("CO, frozen-core CCSD(T)/cc-pVDZ")
print(f"masses C, O: {m_c/AMU:.4f}, {m_o/AMU:.4f} u")
print(f"bond length: {r_e*BOHR:.4f} angstrom")
print(f"harmonic quantum: {omega*EV*1000:.2f} meV")
print(f"rotational constant: {rot_const*EV*1000:.4f} meV")
print("C 1s emission, electron energy 1000 eV")
print(f"electron wavevector: {k/BOHR:.3f} 1/angstrom")
print(f"internal kick q: {q/BOHR:.3f} 1/angstrom")
print(f"total recoil energy: {recoil*EV*1000:.3f} meV")
print(f"translation: {(recoil-internal)*EV*1000:.3f} meV")
print(f"internal energy: {internal*EV*1000:.3f} meV")
print(f"isotropic mean vibration: {internal/3*EV*1000:.3f} meV")
print(f"isotropic mean rotation: {rot_energy*EV*1000:.3f} meV")
print(f"S slope: {s_axis:.5f} per keV")
s_oxygen = stretch_mean(energy, m_o, m_c, omega)
print(f"O 1s S slope: {s_oxygen:.5f} per keV")
print("E/eV; S; averaged I1/I0; S/3")
for e_ev in energy_list:
    s = stretch_mean(e_ev / EV, m_c, m_o, omega)
    ratio = averaged_vibration(1, s) / averaged_vibration(0, s)
    print(f"{e_ev:.0f}; {s:.5f}; {ratio:.5f}; {s/3:.5f}")
print("1000 eV: v; P along bond; P orientation-averaged")
for v in range(4):
    print(f"{v}; {poisson(v, s_axis):.6f}; {vib_sum[v]:.6f}")
print("E/eV; kappa; mean J; variance J; mean E_rot/meV")
for e_ev in energy_list:
    kap, mean_j, var_j, erot, _ = rotor[e_ev]
    print(f"{e_ev:.0f}; {kap:.3f}; {mean_j:.3f}; {var_j:.3f}; "
          f"{erot*EV*1000:.3f}")
print("1000 eV: J; P rigid; P with zero-point motion")
for j in (0, 2, 4, 6, 8, 9, 10, 11, 12, 14):
    print(f"{j}; {rotor[1000.0][4][j]:.5f}; {smooth[j]:.5f}")
print("Dimensionless oscillator test (hbar=mu=omega=1)")
print(f"shift, kick: {shift:.1f}, {kick:.1f}")
print(f"shift mean, kick mean: {fc_mean:.4f}, {kick_mean:.4f}")
print(f"combined mean quanta: {combined_mean:.4f}")
print(f"Morse depth, mean energy gain: {depth:.1f}, {morse_gain:.6f}")
print(f"final/initial frequency ratio: {new_frequency:.1f}")
print(f"P2 without kick, changed frequency: {changed[2]:.5f}")
rough_binding = 300 / EV
photon_ratio = (energy + rough_binding) / (C_LIGHT * k)
print("Neglected effects at 1000 eV")
print("rough C 1s binding energy used: "
      f"{rough_binding*EV:.0f} eV")
print(f"photon/electron momentum: {photon_ratio:.4f}")
print(f"relativistic change of k^2: {energy/(2*C_LIGHT**2):.6f}")
print("checks complete")
```

Running it gives:

```
CO, frozen-core CCSD(T)/cc-pVDZ
masses C, O: 12.0000, 15.9949 u
bond length: 1.1446 angstrom
harmonic quantum: 265.80 meV
rotational constant: 0.2327 meV
C 1s emission, electron energy 1000 eV
electron wavevector: 16.201 1/angstrom
internal kick q: 9.256 1/angstrom
total recoil energy: 45.715 meV
translation: 19.596 meV
internal energy: 26.119 meV
isotropic mean vibration: 8.706 meV
isotropic mean rotation: 17.413 meV
S slope: 0.09827 per keV
O 1s S slope: 0.05531 per keV
E/eV; S; averaged I1/I0; S/3
250; 0.02457; 0.00814; 0.00819
500; 0.04913; 0.01616; 0.01638
1000; 0.09827; 0.03190; 0.03276
2000; 0.19653; 0.06214; 0.06551
1000 eV: v; P along bond; P orientation-averaged
0; 0.906409; 0.968188
1; 0.089068; 0.030890
2; 0.004376; 0.000900
3; 0.000143; 0.000021
E/eV; kappa; mean J; variance J; mean E_rot/meV
250; 5.297; 3.658; 1.670; 4.353
500; 7.492; 5.383; 3.062; 8.706
1000; 10.595; 7.821; 5.853; 17.413
2000; 14.984; 11.268; 11.434; 34.826
1000 eV: J; P rigid; P with zero-point motion
0; 0.00755; 0.00692
2; 0.04514; 0.04129
4; 0.06394; 0.06238
6; 0.00062; 0.00886
8; 0.24179; 0.23518
9; 0.23831; 0.23357
10; 0.13977; 0.14008
11; 0.05682; 0.05866
12; 0.01732; 0.01851
14; 0.00081; 0.00094
Dimensionless oscillator test (hbar=mu=omega=1)
shift, kick: 0.9, 1.3
shift mean, kick mean: 0.4050, 0.8450
combined mean quanta: 1.2500
Morse depth, mean energy gain: 10.0, 0.845000
final/initial frequency ratio: 1.3
P2 without kick, changed frequency: 0.00843
Neglected effects at 1000 eV
rough C 1s binding energy used: 300 eV
photon/electron momentum: 0.0407
relativistic change of k^2: 0.000978
checks complete
```
